# The overlap matrix of an even-tempered Gaussian basis: a numerical check

```python
"""
Result under test: normalized Gaussians r^l exp(-zeta_i r^2) Y_lm on one
centre with zeta_i = alpha*beta^i have the overlap matrix
    S_ij = sech((i-j)*ln(beta)/2)^p,   p = l + 3/2,
which is Toeplitz and independent of alpha.
Consequence under test: the symbol f(theta) = sum_k S_k exp(i k theta)
bounds the eigenvalues, and its value at theta = pi is exponentially small
when h = ln(beta) is small.
Exponents are in bohr^-2; overlaps and eigenvalues are dimensionless.
"""
import numpy as np
import mpmath as mp
from scipy.integrate import quad
from scipy.linalg import toeplitz
from pyscf import gto

mp.mp.dps = 40


def radial_integral(l, s):
    """Quadrature of r^(2l+2) exp(-s r^2) over r."""
    upper = 14.0 / np.sqrt(s)
    return quad(lambda r: r**(2*l + 2) * np.exp(-s*r*r), 0.0, upper,
                epsabs=0.0, epsrel=1e-11, limit=200)[0]


def raw_overlap(l, zeta):
    return np.array([[radial_integral(l, a + b) for b in zeta] for a in zeta])


def normalized_overlap(l, zeta):
    raw = raw_overlap(l, zeta)
    norm = 1.0 / np.sqrt(np.diag(raw))
    return raw * np.outer(norm, norm)


def sech_row(l, beta, size):
    k = np.arange(size)
    return np.cosh(0.5 * k * np.log(beta))**(-(l + 1.5))


def pyscf_overlap(l, zeta):
    """Full 3D overlaps, indexed [i, m, j, m'] with ascending exponents."""
    mol = gto.M(atom="He 0 0 0", verbose=0,
                basis={"He": [[l, [float(z), 1.0]] for z in zeta]})
    exps = np.array([mol.bas_exp(i)[0] for i in range(mol.nbas)])
    order = np.argsort(exps)
    n, d = len(zeta), 2*l + 1
    s = mol.intor("int1e_ovlp").reshape(n, d, n, d)
    return s[order][:, :, order]


alpha, alpha_other, beta, size = 0.1, 7.3, 2.5, 6
zeta = alpha * beta**np.arange(size)
zeta_other = alpha_other * beta**np.arange(size)
print(f"alpha = {alpha} bohr^-2, second alpha = {alpha_other} bohr^-2")
print(f"beta = {beta}, N = {size}, ln(beta) = {np.log(beta):.6f}")
print("exponents (bohr^-2):", " ".join(f"{z:.6f}" for z in zeta))

# Overlap matrix: quadrature and 3D integrals against the sech formula
for l in range(3):
    formula = toeplitz(sech_row(l, beta, size))
    s_quad = normalized_overlap(l, zeta)
    s_quad_other = normalized_overlap(l, zeta_other)
    assert np.allclose(s_quad, formula, rtol=0, atol=1e-9)
    assert np.allclose(s_quad_other, s_quad, rtol=0, atol=1e-9)
    expected = np.einsum("ij,mn->imjn", formula, np.eye(2*l + 1))
    for exponents in (zeta, zeta_other):
        assert np.allclose(pyscf_overlap(l, exponents), expected,
                           rtol=0, atol=1e-9)
    eig = np.linalg.eigvalsh(s_quad)
    print(f"l={l} first row of S (quadrature):",
          " ".join(f"{x:.6f}" for x in s_quad[0]))
    print(f"l={l} lowest, highest eigenvalue, condition number: "
          f"{eig[0]:.6f} {eig[-1]:.6f} {eig[-1]/eig[0]:.2f}")
    diff = np.max(np.abs(s_quad - s_quad_other))
    assert diff < 1e-9

# Functions of different l on one centre are orthogonal
mol_sp = gto.M(atom="He 0 0 0", verbose=0,
               basis={"He": [[0, [0.1, 1.0]], [1, [0.25, 1.0]],
                             [2, [0.625, 1.0]]]})
assert np.allclose(mol_sp.intor("int1e_ovlp"), np.eye(9), atol=1e-10)

# Normalization and the constant ratio are both needed
raw = raw_overlap(0, zeta)
raw_other = raw_overlap(0, zeta_other)
assert raw[0, 0] / raw[1, 1] > 2 and raw[0, 0] / raw_other[0, 0] > 2
print(f"unnormalized l=0 radial diagonal, first two (bohr^3): "
      f"{raw[0, 0]:.6f} {raw[1, 1]:.6f}")
shifted = zeta.copy()
shifted[2] *= 1.2
off_diagonal = np.diag(normalized_overlap(0, shifted), 1)
assert np.ptp(off_diagonal) > 0.01
print("l=0 first off-diagonal, third exponent times 1.2:",
      " ".join(f"{x:.6f}" for x in off_diagonal))

# Fourier transform of sech(x/2)^p against the Gamma-function formula


def transform(p, omega):
    return (mp.mpf(2)**p * abs(mp.gamma(mp.mpc(p/2, omega)))**2
            / mp.gamma(p))


for l in range(3):
    p = l + 1.5
    for omega in (0.0, 0.7, 1.6):
        numeric = 2 * quad(lambda x: np.cosh(x/2)**(-p) * np.cos(omega*x),
                           0, 60, epsabs=1e-12, limit=400)[0]
        assert abs(numeric - float(transform(p, omega))) < 1e-8


def symbol_direct(p, h, theta):
    total = mp.mpf(1)
    for k in range(1, 500):
        total += 2 * mp.cos(k*theta) * mp.sech(k*h/2)**p
    return total


def symbol_poisson(p, h, theta):
    return sum(transform(p, (theta + 2*mp.pi*n)/h)
               for n in range(-8, 9)) / h


for l in range(3):
    for theta in (mp.mpf(0), mp.mpf(1), mp.pi):
        h = mp.log(mp.mpf(beta))
        direct = symbol_direct(l + 1.5, h, theta)
        assert abs(direct/symbol_poisson(l + 1.5, h, theta) - 1) < 1e-15

# Symbol on a grid and eigenvalues of growing l=0 sets
row = sech_row(0, beta, 80)
angles = np.linspace(0, np.pi, 361)
symbol = 1 + 2*np.cos(np.outer(angles, np.arange(1, 80))) @ row[1:]
assert np.all(np.diff(symbol) < 0)
print(f"l=0 symbol at 0 and at pi: {symbol[0]:.6f} {symbol[-1]:.8f}")
lowest_list, gap_list = [], []
for n in (6, 10, 20, 40, 80):
    eig = np.linalg.eigvalsh(toeplitz(row[:n]))
    signs = (-1.0)**np.arange(n)
    rayleigh = signs @ toeplitz(row[:n]) @ signs / n
    assert symbol[-1] < eig[0] <= rayleigh and eig[-1] < symbol[0]
    lowest_list.append(eig[0])
    gap_list.append(abs(rayleigh - symbol[-1]))
    print(f"l=0 N={n}: lowest eigenvalue {eig[0]:.8f}, "
          f"alternating-vector quotient {rayleigh:.8f}")
assert np.all(np.diff(lowest_list) < 0)
assert np.all(np.diff(gap_list) < 0)

# Small-ln(beta) estimate of the symbol at pi
for l in range(3):
    p = mp.mpf(l) + mp.mpf(3)/2
    errors = []
    for ratio in ("3.0", "2.5", "2.0", "1.5"):
        h = mp.log(mp.mpf(ratio))
        exact = symbol_direct(p, h, mp.pi)
        estimate = (2/h * 2**p * 2*mp.pi * (mp.pi/h)**(p - 1)
                    * mp.exp(-mp.pi**2/h) / mp.gamma(p))
        errors.append(abs(float(estimate/exact - 1)))
        if l == 0:
            print(f"l=0 beta={ratio}: symbol at pi {float(exact):.6e}, "
                  f"estimate {float(estimate):.6e}")
    assert all(b < a for a, b in zip(errors, errors[1:]))
    assert errors[-1] < 0.02
    print(f"l={l} relative error of estimate at beta=3.0 and 1.5: "
          f"{errors[0]:.2e} {errors[-1]:.2e}")

print("ALL CHECKS PASSED")
```

Printed output:

```
alpha = 0.1 bohr^-2, second alpha = 7.3 bohr^-2
beta = 2.5, N = 6, ln(beta) = 0.916291
exponents (bohr^-2): 0.100000 0.250000 0.625000 1.562500 3.906250 9.765625
l=0 first row of S (quadrature): 1.000000 0.858812 0.572727 0.327920 0.174284 0.089667
l=0 lowest, highest eigenvalue, condition number: 0.006172 3.742796 606.43
l=1 first row of S (quadrature): 1.000000 0.775943 0.394984 0.155936 0.054379 0.017963
l=1 lowest, highest eigenvalue, condition number: 0.020556 3.109836 151.29
l=2 first row of S (quadrature): 1.000000 0.701071 0.272403 0.074152 0.016967 0.003599
l=2 lowest, highest eigenvalue, condition number: 0.046302 2.710406 58.54
unnormalized l=0 radial diagonal, first two (bohr^3): 4.954159 1.253314
l=0 first off-diagonal, third exponent times 1.2: 0.858812 0.805927 0.905906 0.858812 0.858812
l=0 symbol at 0 and at pi: 5.230393 0.00169923
l=0 N=6: lowest eigenvalue 0.00617182, alternating-vector quotient 0.09066452
l=0 N=10: lowest eigenvalue 0.00291069, alternating-vector quotient 0.05697940
l=0 N=20: lowest eigenvalue 0.00195321, alternating-vector quotient 0.02940450
l=0 N=40: lowest eigenvalue 0.00175835, alternating-vector quotient 0.01555190
l=0 N=80: lowest eigenvalue 0.00171355, alternating-vector quotient 0.00862556
l=0 beta=3.0: symbol at pi 7.728577e-03, estimate 7.743662e-03
l=0 beta=2.5: symbol at pi 1.699227e-03, estimate 1.701519e-03
l=0 beta=2.0: symbol at pi 8.060625e-05, estimate 8.066807e-05
l=0 beta=1.5: symbol at pi 7.385645e-09, estimate 7.387573e-09
l=0 relative error of estimate at beta=3.0 and 1.5: 1.95e-03 2.61e-04
l=1 relative error of estimate at beta=3.0 and 1.5: 9.52e-03 1.30e-03
l=2 relative error of estimate at beta=3.0 and 1.5: 6.25e-02 9.02e-03
ALL CHECKS PASSED
```
